**RPA energy per cell from log-determinants of the dielectric matrix**

The program evaluates \(E_c=N_q^{-1}\sum_{\mathbf q}\int_0^\infty\frac{d\omega}{2\pi}\{\ln\det\tilde\epsilon+\mathrm{Tr}[1-\tilde\epsilon]\}\), where \(\tilde\epsilon=1-v^{1/2}\chi^0v^{1/2}\) is a matrix in reciprocal lattice vectors, \(v\) is the Coulomb interaction and \(\chi^0\) is the independent-particle response at imaginary frequency. For a model cubic metal with 27 cells, it asserts that this sum agrees with the energy from the ring-RPA excitations of the whole crystal, computed with real orbitals and no wavevector labels. Both give −0.020973 Hartree per cell. It also asserts that the whole-crystal response separates into the Bloch blocks, that \(\tilde\epsilon\) is Hermitian with eigenvalues at least 1 within rounding, and that numerical coupling-constant integration reproduces the log-determinant term at one wavevector. For the uniform gas at \(r_s=2\), it asserts agreement of the closed-form response with direct integration at a sample point, and of its frequency integral with the static structure factor. Further assertions cover the small-wavevector limits and the mesh error. The output shows that treating the singular point reduces the error of a 4×4×4 mesh from about 10% to 0.6% of the integrated energy.

## Numerical check

```python
"""
RPA correlation energy per cell of a periodic system (Hartree atomic units):
  E_c = (1/Nq) sum_q int_0^inf dw/(2 pi) { ln det eps(q,iw) + Tr[1 - eps(q,iw)] }
  eps_GG' = delta_GG' - sqrt(v(q+G)) chi0_GG'(q,iw) sqrt(v(q+G')),  v(Q) = 4 pi/Q^2
chi0: noninteracting response per volume, both spins; G: reciprocal lattice
vectors; q: mesh points of the Brillouin zone; w: imaginary frequency.
Independent road: ring-RPA excitations of the whole crystal from real orbitals
without k labels, E = (1/2) sum_n (Omega_n - A_nn).
A uniform electron gas tests the metallic q -> 0 limit and the mesh error.
"""
from itertools import product
from math import isqrt
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------------- model crystal: Bloch orbitals ----------------
a_lat, u_pot, mesh = 4.0, 0.3, 3
n_cells = mesh**3
volume = n_cells * a_lat**3
b_len = 2 * np.pi / a_lat
kpts = np.array(list(product([-1, 0, 1], repeat=3)))   # units b_len/mesh
g_int = kpts.copy()                                    # units b_len
g_bas = g_int[(g_int**2).sum(1) <= 1]
k_index = {tuple(k): i for i, k in enumerate(kpts)}
n_g = len(g_int)
identity = np.eye(n_g)

g_dist = ((g_bas[:, None] - g_bas[None])**2).sum(-1)
energies, coeffs, tables = [], [], []
for k in kpts:
    kinetic = 0.5 * b_len**2 * ((k / mesh + g_bas)**2).sum(1)
    e_k, c_k = np.linalg.eigh(np.diag(kinetic) - 0.5 * u_pot * (g_dist == 1))
    table = np.zeros((len(e_k), 7, 7, 7))
    table[:, g_bas[:, 0] + 3, g_bas[:, 1] + 3, g_bas[:, 2] + 3] = c_k.T
    energies.append(e_k)
    coeffs.append(c_k)
    tables.append(table)
energies = np.array(energies)
n_occ = 7
levels = np.sort(energies.ravel())
gap = levels[n_occ] - levels[n_occ - 1]
assert gap > 0.01                                      # complete shell
occ = (energies < 0.5 * (levels[n_occ] + levels[n_occ - 1])).astype(float)
assert occ[:, 0].sum() == n_occ and occ[:, 1:].sum() == 0


def transitions(q):
    """Pair densities, occupation differences, energy differences at q."""
    rho_all, df_all, de_all = [], [], []
    for ik, k in enumerate(kpts):
        total = k + q
        folded = (total + 1) % mesh - 1
        g_fold = (total - folded) // mesh
        jk = k_index[tuple(folded)]
        s = g_fold + g_bas[:, None, :] + g_int[None, :, :] + 3
        shifted = tables[jk][:, s[..., 0], s[..., 1], s[..., 2]]
        rho = np.einsum("gn,mgh->nmh", coeffs[ik].conj(), shifted)
        df = occ[ik][:, None] - occ[jk][None, :]
        de = energies[jk][None, :] - energies[ik][:, None]
        pick = df != 0
        rho_all.append(rho[pick])
        df_all.append(df[pick])
        de_all.append(de[pick])
    return np.concatenate(rho_all), np.concatenate(df_all), np.concatenate(de_all)


def chi0_bloch(q, freq):
    rho, df, de = transitions(q)
    weight = 2 / volume * df / (1j * np.asarray(freq)[:, None] - de)
    return (rho.T[None] * weight[:, None, :]) @ rho.conj()


def coulomb(q):
    """v(q+G), with the neutral Q=0 component set to zero."""
    q2 = b_len**2 * ((q / mesh + g_int)**2).sum(1)
    return np.where(q2 > 1e-12, 4 * np.pi / np.maximum(q2, 1e-12), 0.0)


def dielectric(q, freq):
    root = np.sqrt(coulomb(q))
    return identity - root[:, None] * chi0_bloch(q, freq) * root[None, :]


def integrand(eps):
    log_det = np.linalg.slogdet(eps)[1]
    return log_det + eps.shape[-1] - np.trace(eps, axis1=1, axis2=2).real


# trapezoid rule in ln(w): exponentially accurate for these integrands
step = 0.25
freq = np.exp(np.arange(-28, 9.01, step))
w_freq = step * freq / (2 * np.pi)

small_g = np.flatnonzero((g_int**2).sum(1) <= 1)
head_g = np.flatnonzero((g_int**2).sum(1) == 0)
q_terms = np.zeros(n_cells)
e_small = e_head = e_diag = 0.0
for iq, q in enumerate(kpts):
    eps = dielectric(q, freq)
    assert np.abs(eps - eps.conj().transpose(0, 2, 1)).max() < 1e-9
    assert np.linalg.eigvalsh(eps).min() > 1 - 1e-9
    q_terms[iq] = w_freq @ integrand(eps)
    e_small += w_freq @ integrand(eps[:, small_g][:, :, small_g]) / n_cells
    e_head += w_freq @ integrand(eps[:, head_g][:, :, head_g]) / n_cells
    diag = np.diagonal(eps, axis1=1, axis2=2).real
    e_diag += w_freq @ (np.log(diag) + 1 - diag).sum(1) / n_cells
e_cell = q_terms.mean()
assert e_cell < e_diag < 0                             # Hadamard inequality

# ---------------- coupling-constant integral at one q ----------------
q_show = np.array([1, 0, 0])
v_chi = coulomb(q_show)[:, None] * chi0_bloch(q_show, freq)
x_gl, w_gl = np.polynomial.legendre.leggauss(20)
coupling_term = 0.0
for lam, w_lam in zip(0.5 * (x_gl + 1), 0.5 * w_gl):
    dressed = np.linalg.solve(identity - lam * v_chi, v_chi)
    change = np.trace(dressed - v_chi, axis1=1, axis2=2).real
    coupling_term -= w_lam * (w_freq @ change)
q_show_term = q_terms[k_index[tuple(q_show)]]
assert abs(coupling_term - q_show_term) < 1e-8

# ---------------- whole crystal, real orbitals, no k labels ----------------
waves = np.array([mesh * g + k for k in kpts for g in g_bas])
wave_index = {tuple(m): i for i, m in enumerate(waves)}
diff = waves[:, None] - waves[None]
coupled = ((diff**2).sum(-1) == mesh**2) & (diff % mesh == 0).all(-1)
h_full = np.diag(0.5 * (b_len / mesh)**2 * (waves**2).sum(1)) - 0.5 * u_pot * coupled
to_real = np.zeros(h_full.shape, complex)
col = 0
for i, m in enumerate(waves):
    j = wave_index[tuple(-m)]
    if i == j:
        to_real[i, col] = 1
        col += 1
    elif i < j:
        to_real[[i, j], col] = np.sqrt(0.5)
        to_real[i, col + 1] = -1j * np.sqrt(0.5)
        to_real[j, col + 1] = 1j * np.sqrt(0.5)
        col += 2
h_real = to_real.conj().T @ h_full @ to_real
assert np.abs(h_real.imag).max() < 1e-12
e_full, c_real = np.linalg.eigh(h_real.real)
grid = 15                                             # alias-free for needed Q
orb_g = np.zeros((len(e_full), grid, grid, grid), complex)
wm = waves % grid
orb_g[:, wm[:, 0], wm[:, 1], wm[:, 2]] = (to_real @ c_real).T
orb = np.fft.ifftn(orb_g, axes=(1, 2, 3)) * grid**3
assert np.abs(orb.imag).max() < 1e-10
orb = orb.real
q_full = np.array([mesh * g + q for q in kpts for g in g_int])
qm = q_full % grid
pair_list = []
for i in range(n_occ):
    dens = np.fft.fftn(orb[i] * orb[n_occ:], axes=(1, 2, 3)) / grid**3
    pair_list.append(dens[:, qm[:, 0], qm[:, 1], qm[:, 2]])
pair = np.concatenate(pair_list)
delta = (e_full[None, n_occ:] - e_full[:n_occ, None]).ravel()
v_full = np.concatenate([coulomb(q) for q in kpts])
scaled = pair * np.sqrt(v_full / volume)
k_mat = (scaled.conj() @ scaled.T).real
root_d = np.sqrt(delta)
ring = np.diag(delta**2) + 4 * root_d[:, None] * k_mat * root_d[None, :]
omega_n = np.sqrt(np.linalg.eigvalsh(ring))
e_ring = 0.5 * (omega_n.sum() - (delta + 2 * np.diag(k_mat)).sum())
assert abs(e_ring / n_cells - e_cell) < 1e-8

# response of the whole crystal: block diagonal in q, blocks as from Bloch sums
w_test = 0.3
weight = -2 / volume * 2 * delta / (delta**2 + w_test**2)
chi_full = ((pair.T * weight) @ pair.conj()).reshape(n_cells, n_g, n_cells, n_g)
off_block = block_error = 0.0
for iq, q in enumerate(kpts):
    others = np.delete(chi_full[iq], iq, axis=1)
    off_block = max(off_block, np.abs(others).max())
    error = np.abs(chi_full[iq, :, iq] - chi0_bloch(q, [w_test])[0]).max()
    block_error = max(block_error, error)
chi_max = np.abs(chi_full).max()
assert chi_max > 1e-3 and off_block < 1e-10 and block_error < 1e-10

# ---------------- uniform gas: metallic small-q limit ----------------
rs = 2.0
density = 3 / (4 * np.pi * rs**3)
k_f = (3 * np.pi**2 * density)**(1 / 3)
w_p = np.sqrt(4 * np.pi * density)
u_step = 0.2
u_grid = np.exp(np.arange(-30, 17.01, u_step))        # u = w/(q k_f)


def lindhard(q, u):
    """-chi0(q, iw) of the uniform gas."""
    x = q / (2 * k_f)
    log_part = np.log1p(4 * x / ((1 - x)**2 + u**2))
    angles = np.arctan((1 + x) / u) + np.arctan((1 - x) / u)
    bracket = 1 + (1 + u**2 - x**2) / (4 * x) * log_part - u * angles
    return k_f / (2 * np.pi**2) * bracket


def gas_term(q):
    """Frequency integral of ln(eps) + 1 - eps for each q."""
    q = np.atleast_1d(q)[:, None]
    y = 4 * np.pi / q**2 * lindhard(q, u_grid)
    total = ((np.log1p(y) - y) * u_grid).sum(1) * u_step
    return q[:, 0] * k_f / (2 * np.pi) * total


def structure0(q):
    return 3 * q / (4 * k_f) - q**3 / (16 * k_f**3)


q_t, w_t = 0.6 * k_f, 0.24 * k_f**2


def disc(kz):
    d = q_t * kz + q_t**2 / 2
    return (k_f**2 - kz**2) * d / (w_t**2 + d**2) / (2 * np.pi**2)


chi_direct = quad(disc, -k_f, k_f, epsabs=1e-12)[0]
assert abs(chi_direct - lindhard(q_t, w_t / (q_t * k_f))) < 1e-9
q_s = 0.5 * k_f
s_from_chi = (lindhard(q_s, u_grid) * u_grid).sum() * u_step * q_s * k_f
s_from_chi /= np.pi * density
assert abs(s_from_chi - structure0(q_s)) < 1e-6

q_small = np.array([0.1, 0.01, 0.001]) * k_f
trace_part = -2 * np.pi * density * structure0(q_small) / q_small**2
log_part_q = gas_term(q_small) - trace_part
assert abs(log_part_q[-1] / (w_p / 2) - 1) < 0.003
sing = k_f**2 / (2 * np.pi)                           # trace part -> -sing/q
assert abs(trace_part[-1] * q_small[-1] / sing + 1) < 1e-5

# ---------------- uniform gas: mesh sums against the integral ----------------
v_cell = 2 / density
a_gas = v_cell**(1 / 3)
q_max = 10 * k_f
x40, w40 = np.polynomial.legendre.leggauss(40)


def radial(lo, hi):
    q = 0.5 * (hi - lo) * x40 + 0.5 * (hi + lo)
    return v_cell / (2 * np.pi**2) * 0.5 * (hi - lo) * (w40 @ (q**2 * gas_term(q)))


s40 = 0.5 * (x40 + 1)
q_far = q_max / s40
tail = v_cell / (2 * np.pi**2) * 0.5 * (
    w40 @ (q_far**2 * gas_term(q_far) * q_max / s40**2))
edges = [0, 0.5 * k_f, k_f, 2 * k_f, 4 * k_f, q_max]
e_gas = sum(radial(lo, hi) for lo, hi in zip(edges[:-1], edges[1:])) + tail


def shell_counts(n2_max):
    """Number of integer vectors with each squared length."""
    counts = np.zeros(n2_max + 1)
    counts[0] = 1
    for _ in range(3):
        new = counts.copy()
        for j in range(1, isqrt(n2_max) + 1):
            new[j * j:] += 2 * counts[:n2_max + 1 - j * j]
        counts = new
    return counts


alpha = 1 / k_f**2
aux_integral = v_cell / (2 * np.pi)**3 * 2 * np.pi / alpha
gas_rows = []
for m_gas in (4, 8, 16):
    h = 2 * np.pi / (a_gas * m_gas)
    counts = shell_counts(int((q_max / h)**2))
    n2 = np.flatnonzero(counts)[1:]
    q = h * np.sqrt(n2)
    plain = counts[n2] @ gas_term(q) / m_gas**3 + tail
    aux_sum = counts[n2] @ (np.exp(-alpha * q**2) / q) / m_gas**3
    with_log = plain + 0.5 * w_p / m_gas**3
    corrected = with_log + sing * (aux_sum - aux_integral)
    gas_rows.append((m_gas, plain, with_log, corrected))
    assert abs(corrected - e_gas) < abs(plain - e_gas) / 5
power = np.log2((gas_rows[1][2] - e_gas) / (gas_rows[2][2] - e_gas))
assert abs(power - 2) < 0.05                          # error ~ 1/M^2 = Nq^(-2/3)

# ---------------- printed numbers ----------------
print("MODEL CRYSTAL")
print(f"lattice constant = {a_lat:.1f} bohr; cosine amplitude = {u_pot:.1f} Hartree")
print(f"cells = {n_cells}; electrons = {2 * n_occ}; per cell = {2 * n_occ / n_cells:.6f}")
print(f"plane waves per k = {len(g_bas)}; interaction vectors G = {n_g}")
print(f"highest occupied level = {levels[n_occ - 1]:.6f} Hartree")
print(f"lowest empty level = {levels[n_occ]:.6f} Hartree; gap = {gap:.6f} Hartree")
eps1 = dielectric(q_show, [w_test])
off1 = np.abs(eps1[0] - np.diag(np.diag(eps1[0]))).max()
ld1 = np.linalg.slogdet(eps1)[1][0]
tr1 = n_g - np.trace(eps1[0]).real
h0 = head_g[0]
print(f"at q = (1/3,0,0) b and w = {w_test:.1f} Hartree:")
print(f"  v(q) = {coulomb(q_show)[h0]:.6f} Hartree bohr^3")
print(f"  head of eps = {eps1[0, h0, h0].real:.6f}; largest off-diagonal = {off1:.6f}")
print(f"  ln det eps = {ld1:.6f}; Tr(1-eps) = {tr1:.6f}; sum = {ld1 + tr1:.6f}")
print("frequency-integrated term for each star of q (Hartree):")
for length2 in range(4):
    star = q_terms[(kpts**2).sum(1) == length2]
    assert np.ptp(star) < 1e-9
    rep = kpts[(kpts**2).sum(1) == length2][-1]
    print(f"  q = {tuple(int(c) for c in rep)}/3 b, points = {len(star)}: {star[0]:.8f}")
print(f"coupling integral at q = (1/3,0,0) b = {coupling_term:.8f} Hartree")
print(f"E_c per cell, log-det sum = {e_cell:.8f} Hartree = {e_cell * HARTREE_EV:.6f} eV")
print(f"E_c per cell, ring excitations = {e_ring / n_cells:.8f} Hartree")
print(f"number of ring excitations = {len(omega_n)}")
print(f"E_c per cell, G=0 only = {e_head:.8f} Hartree")
print(f"E_c per cell, {len(small_g)} G vectors = {e_small:.8f} Hartree")
print(f"E_c per cell, diagonal of eps only = {e_diag:.8f} Hartree")
print(f"largest |chi0| = {chi_max:.3e}; between different q = {off_block:.1e} 1/(Hartree bohr^3)")
print("UNIFORM GAS")
print(f"r_s = {rs:.1f} bohr; k_F = {k_f:.6f} 1/bohr; cell edge = {a_gas:.6f} bohr")
print(f"plasma energy w_p = {w_p:.6f} Hartree; w_p/2 = {w_p / 2:.6f} Hartree")
print(f"S0 at q = 0.5 k_F: from chi0 = {s_from_chi:.6f}; formula = {structure0(q_s):.6f}")
for q, lp, tp in zip(q_small, log_part_q, trace_part):
    print(f"  q/k_F = {q / k_f:.3f}: log part = {lp:.6f}, trace part = {tp:.6f} Hartree")
print(f"E_c per cell, q integral = {e_gas:.7f} Hartree = {e_gas * HARTREE_EV:.5f} eV")
print(f"E_c per electron = {e_gas / 2:.7f} Hartree")
print("M x M x M mesh, E_c per cell (Hartree): omit q=0 | add w_p/2 | full correction")
for m_gas, plain, with_log, corrected in gas_rows:
    print(f"  M = {m_gas:2d}: {plain:.7f} | {with_log:.7f} | {corrected:.7f}")
print(f"power of 1/M in the error after adding w_p/2, M = 8 to 16: {power:.4f}")
print("verified")
```

Printed output:

```
MODEL CRYSTAL
lattice constant = 4.0 bohr; cosine amplitude = 0.3 Hartree
cells = 27; electrons = 14; per cell = 0.518519
plane waves per k = 7; interaction vectors G = 27
highest occupied level = 0.017803 Hartree
lowest empty level = 0.138482 Hartree; gap = 0.120679 Hartree
at q = (1/3,0,0) b and w = 0.3 Hartree:
  v(q) = 45.836624 Hartree bohr^3
  head of eps = 1.598040; largest off-diagonal = 0.043123
  ln det eps = 0.827810; Tr(1-eps) = -0.978564; sum = -0.150754
frequency-integrated term for each star of q (Hartree):
  q = (0, 0, 0)/3 b, points = 1: -0.00150172
  q = (1, 0, 0)/3 b, points = 6: -0.04720363
  q = (1, 1, 0)/3 b, points = 12: -0.01446233
  q = (1, 1, 1)/3 b, points = 8: -0.01349914
coupling integral at q = (1/3,0,0) b = -0.04720363 Hartree
E_c per cell, log-det sum = -0.02097276 Hartree = -0.570698 eV
E_c per cell, ring excitations = -0.02097276 Hartree
number of ring excitations = 1274
E_c per cell, G=0 only = -0.01636023 Hartree
E_c per cell, 7 G vectors = -0.02059547 Hartree
E_c per cell, diagonal of eps only = -0.01892537 Hartree
largest |chi0| = 1.950e-02; between different q = 8.4e-18 1/(Hartree bohr^3)
UNIFORM GAS
r_s = 2.0 bohr; k_F = 0.959579 1/bohr; cell edge = 4.061965 bohr
plasma energy w_p = 0.612372 Hartree; w_p/2 = 0.306186 Hartree
S0 at q = 0.5 k_F: from chi0 = 0.367187; formula = 0.367188
  q/k_F = 0.100: log part = 0.275458, trace part = -1.525945 Hartree
  q/k_F = 0.010: log part = 0.302936, trace part = -15.272049 Hartree
  q/k_F = 0.001: log part = 0.305859, trace part = -152.721752 Hartree
E_c per cell, q integral = -0.1236024 Hartree = -3.36339 eV
E_c per electron = -0.0618012 Hartree
M x M x M mesh, E_c per cell (Hartree): omit q=0 | add w_p/2 | full correction
  M =  4: -0.1110578 | -0.1062737 | -0.1228145
  M =  8: -0.1199670 | -0.1193690 | -0.1235531
  M = 16: -0.1226250 | -0.1225503 | -0.1235993
power of 1/M in the error after adding w_p/2, M = 8 to 16: 2.0085
verified
```
